# Radial Bound States by Two-Sided Numerov Integration and Node Counting

A radial solver has to decide where outward integration stops. If the code integrates from the nucleus to the last grid point and judges the trial energy by the tail, the energy can be good while the orbital is useless. In the lithium example below, whose mean radius is 229 pm, an energy too high by one part in \(10^6\) makes the relative error of the outward orbital reach one at 1081 pm. Even with the converged energy, the double-precision run shown below reaches this point at 1819 pm. The remedy is to stop at the classical turning point \(r_m\), integrate inward from far outside, and match there. The mismatch then serves two purposes: its sign completes a count of levels, and its size gives an energy correction.

## Equation and grid

An electron of mass \(m\) moves about a fixed nucleus in a local central potential \(V(r)\), without spin-orbit coupling. I assume \(V\to0\) far away, \(V\approx-C Z/r\) at the nucleus with \(C=e^2/4\pi\varepsilon_0\), and \(E<0\). Writing the orbital as \(u(r)/r\) times a spherical harmonic gives

\[
u''=f\,u,\qquad f=\frac{l(l+1)}{r^2}+K\,[V(r)-E],\qquad K=\frac{2m}{\hbar^2},
\]

with \(u(0)=0\) and \(u\to0\) at infinity. The outermost turning point \(r_m\) is where \(f\) last changes from negative to positive. If \(f>0\) everywhere, there is no level at or below \(E\): multiplying by \(u\) and integrating by parts would require \(\int(u'^2+fu^2)\,dr=0\), and lowering \(E\) raises \(f\) further.

The orbital varies quickly near the nucleus and slowly outside, so take equal steps \(h\) in \(x=\ln r\) (with \(r\) in a fixed length unit) and set \(u=\sqrt r\,y\). Since \(d/dx=r\,d/dr\),

\[
\frac{dy}{dx}=-\tfrac12 r^{-1/2}u+r^{1/2}u',
\]
\[
\frac{d^2y}{dx^2}=\tfrac14r^{-1/2}u-\tfrac12r^{1/2}u'+\tfrac12r^{1/2}u'+r^{3/2}u''=g\,y,\qquad g=r^2f+\tfrac14 .
\]

The factor \(\sqrt r\) was chosen to cancel the first derivative. Two translations are needed later: \(\int u^2dr=\int r^2y^2dx\), and \((dy/dx)/y=r\,u'/u-\tfrac12\).

## Recurrence and starting values

Let \(y_\pm=y(x\pm h)\). Taylor expansion gives

\[
y_++y_-=2y+h^2y''+\tfrac{h^4}{12}y''''+\tfrac{h^6}{360}y^{(6)}+\dots
\]

Replace the fourth derivative by a second difference of \(y''\):

\[
h^2y''''=y''_++y''_--2y''-\tfrac{h^4}{12}y^{(6)}+\dots
\]

The sixth-order terms combine to \(h^6(\tfrac1{360}-\tfrac1{144})y^{(6)}=-\tfrac{h^6}{240}y^{(6)}\). Dropping them and inserting \(y''=gy\) gives Numerov's recurrence,

\[
w_+y_++w_-y_-=(12-10w)\,y,\qquad w=1-\tfrac{h^2}{12}g .
\]

An error of order \(h^6\) in an equation whose leading terms are \(h^2(y''-gy)\) is a perturbation of order \(h^4\), so the energy error scales as \(h^4\). For the 2s level of a bare \(Z=3\) nucleus, the relative energy error falls by factors of 16.01 and 16.00 as \(h\) is halved from 0.04 to 0.02 to 0.01.

Near the nucleus put \(u=r^{l+1}(1+cr)\). With \(KC=2/a_0\), the terms of order \(r^l\) give

\[
[(l+2)(l+1)-l(l+1)]\,c=-\frac{2Z}{a_0}\quad\Rightarrow\quad c=-\frac{Z}{(l+1)a_0}.
\]

The first two outward values are therefore \(y=r^{l+1/2}[1-Zr/((l+1)a_0)]\). The inward run starts deep in the barrier with \(y=1\) and, one step closer to the nucleus, \(y=e^{h\sqrt g}\).

## Matching

Let \(L=u'/u\) at \(r_m\), and define \(M=L_{\rm out}-L_{\rm in}\). If \(u(r_m)\ne0\), the two parts can be scaled to agree in value, and \(E\) is a level when \(M=0\). In practice \(r_m\) is the first grid point beyond the turning point; the arguments below hold for any matching point with \(f>0\) beyond it.

After scaling, form the residual of the recurrence at the matching point \(m\):

\[
R=w_{m-1}y_{m-1}+w_{m+1}y_{m+1}-(12-10w_m)y_m .
\]

Here \(y_{m-1}\) is an outward value and \(y_{m+1}\) an inward one. Had the outward run been continued by one step, its residual would vanish. Subtraction gives \(R=w_{m+1}(y^{\rm in}_{m+1}-y^{\rm out}_{m+1})\). The difference of the two solutions is zero at \(m\), as is its second derivative, so it equals \(h\) times the slope difference up to relative order \(h^2\). Hence

\[
r_mM=-\frac{R}{h\,y_m}.
\]

The order-\(h^2\) error affects the size of \(M\) but not the root: \(R=0\) means that the recurrence holds at the matching point too.

## Counting levels

First compare the two solutions in the barrier. The decaying solution \(u_{\rm in}\) has no zero for \(r\ge r_m\), because \((uu')'=u'^2+fu^2>0\) and \(uu'\to0\) at infinity force \(uu'<0\), so \(|u|\) falls steadily. Both solutions obey the same equation, so \(u_{\rm in}u_{\rm out}'-u_{\rm out}u_{\rm in}'\) is constant; at \(r_m\) it equals \(u_{\rm in}u_{\rm out}M\). Dividing by \(u_{\rm in}^2\) gives the derivative of \(u_{\rm out}/u_{\rm in}\). With equal values at \(r_m\),

\[
\frac{u_{\rm out}(r)}{u_{\rm in}(r)}=1+M\,u(r_m)^2\int_{r_m}^{r}\frac{ds}{u_{\rm in}(s)^2}. \tag{1}
\]

The integral grows without limit. The outward solution therefore has one zero in the barrier if \(M<0\), and none if \(M\ge0\).

Now let \(v=\partial u/\partial E\). Differentiating \(u''=fu\) gives \(v''=fv-Ku\), and so

\[
(uv'-vu')'=-K\,u^2. \tag{2}
\]

For the outward solution, integrate from the nucleus, where \(u\) and \(v\) vanish, to a node \(r_0\), where \(u=0\). This gives \(vu'=K\int_0^{r_0}u^2dr\). The node moves at the rate \(dr_0/dE=-v/u'=-K\int_0^{r_0}u^2dr/u'^2<0\), that is, inward as \(E\) rises.

Nodes cannot merge, since \(u=u'=0\) would make \(u\) vanish everywhere. Below the lowest level there are none: \(u\) cut off at a node would be a trial function of mean energy \(E\), below the ground level. By (1), a node enters from infinity when \(M\) passes through zero from above, which happens at a level. The nodes of \(u_{\rm out}\) on the whole axis therefore count the levels of this \(l\) below \(E\):

\[
N(E)=(\text{nodes of }u_{\rm out}\text{ inside }r_m)+\begin{cases}1,&M<0\\0,&M\ge0.\end{cases}
\]

The outward run need not enter the barrier: the inward run, through the sign of \(M\), accounts for a node there. A level with \(n\) nodes lies below \(E\) when \(N(E)>n\), which is the test for bisection.

## Energy correction

Integrate (2) from 0 to \(r_m\) for the outward part, and from \(r_m\) to infinity for the inward part. Since \(dL/dE=(uv'-vu')/u^2\),

\[
\frac{dL_{\rm out}}{dE}=-\frac{K}{u(r_m)^2}\int_0^{r_m}\!u^2dr,\qquad
\frac{dL_{\rm in}}{dE}=+\frac{K}{u(r_m)^2}\int_{r_m}^{\infty}\!u^2dr .
\]

The second sign is positive because \(r_m\) is now the lower limit. Subtracting gives \(dM/dE=-K\int_0^\infty u^2dr/u(r_m)^2\) at fixed \(r_m\), which confirms that \(M\) falls through zero at a level. Newton's step \(-M/(dM/dE)\) is

\[
\delta E=\frac{u(r_m)^2M}{K\int u^2dr}=\frac{y_m^2\,(r_mM)}{K\int r^2y^2dx}.
\]

## Pseudocode

```
shoot(E):
    f = l(l+1)/r^2 + K(V - E)
    if f > 0 everywhere: return N = 0
    m = first grid point beyond the last f < 0
    require m well inside the grid
    end = point where the sum of h*sqrt(g) from m
          reaches 45, or the last grid point
    run Numerov outward to m, inward from end to m
    scale the inward part to the outward value at m
    rM = -R/(h*y[m])
    N  = sign changes up to m, plus 1 if rM < 0
    dE = y[m]^2 * rM / (K * h * sum(r^2 y^2))

level(n, lo, hi):         # N(lo) = 0, N(hi) > n
    while hi - lo > 0.02*|hi|:
        E = (lo + hi)/2
        if N(E) > n: hi = E  else: lo = E
    E = (lo + hi)/2
    repeat:
        shoot(E)
        if |dE| < 1e-11*|E|: return E + dE
        update lo or hi from N(E)
        E = E + dE if inside (lo, hi), else (lo + hi)/2
```

If \(V\ge-CZ/r\), no level lies below \(-Z^2\) Rydberg, because a less attractive potential cannot lower the ground level. A value slightly lower is a safe `lo`. The stopping test comes before the bracket update, since a converged energy needs no new bracket.

## Worked example: the 2s electron of lithium

The valence electron sees the nucleus, \(Z=3\), and a frozen 1s² core of hydrogenic orbitals with exponent \(\zeta\). With \(a=\zeta/a_0\), one core electron has density \((a^3/\pi)e^{-2ar}\) and repels the valence electron with energy \(C\Phi/r\), where \(\Phi=1-(1+ar)e^{-2ar}\). This satisfies Poisson's equation, \(\Phi''=-4a^3re^{-2ar}\), with \(\Phi(0)=0\) and \(\Phi\to1\). Two such terms and the nuclear attraction give

\[
V=-C\left[\frac1r+2\left(\frac1r+\frac{\zeta}{a_0}\right)e^{-2\zeta r/a_0}\right].
\]

The core orbital is the ground state for a nuclear charge \(\zeta\), so in units of \(C/a_0\) each electron has kinetic energy \(\zeta^2/2\) and nuclear attraction \(-Z\zeta\). With \(s=ar\), the mutual repulsion is \(\zeta\) times

\[
\int_0^\infty4s\,e^{-2s}\left[1-(1+s)e^{-2s}\right]ds=1-4\left(\tfrac1{16}+\tfrac1{32}\right)=\tfrac58 .
\]

Minimizing \(\zeta^2-2Z\zeta+\tfrac58\zeta\) gives \(\zeta=Z-\tfrac5{16}=2.6875\). The model leaves out exchange with the core, core relaxation and polarization, correlation and relativity, and its 2s orbital is not orthogonal to the assumed core orbital (the overlap is 0.10). Its level is therefore not a measured ionization energy: Hartree–Fock lithium has an ionization energy near 5.34 eV and a 2s mean radius near 205 pm, against 4.76 eV and 229 pm here.

With \(h=0.005\) the grid has 3305 points. The 2s state has one node, so \(n=1\). Eleven bisections leave a bracket whose ends show why the sign of \(M\) is needed:

- At \(-7.694\times10^{-19}\) J there is one outward node and \(r_mM=+0.123\), so \(N=1\).
- At \(-7.589\times10^{-19}\) J there is again one outward node, but \(r_mM=-0.092\), so \(N=2\).

The midpoint is \(-7.641155\times10^{-19}\) J. The first Newton step is \(+0.009796\times10^{-19}\) J, giving \(-7.631359\times10^{-19}\) J. The next corrections are \(-2.4\times10^{-24}\), \(-1.3\times10^{-29}\) and \(-5.8\times10^{-31}\) J. The result is

\[
E_{2s}=-7.631\times10^{-19}\ \text{J}=-4.76\ \text{eV}.
\]

To ten digits the matched solution gives \(-7.631382651\times10^{-19}\) J, and diagonalization in a Laguerre basis gives the same value. That agreement concerns the numerical solution and says nothing about the quality of the model.

At the turning point the core term is negligible, so \(r_m\approx C/|E|=2a_0\,(2.179872\times10^{-18}\ \text{J})/|E|=302.3\) pm. The next grid point, 303.6 pm, is the matching radius.

## Why outward integration fails in the barrier

Equation (1) contains the instability: any nonzero \(M\) is multiplied by an integral of \(1/u_{\rm in}^2\). Where \(f\) varies slowly, the leading WKB form is \(u_{\rm in}^2\approx A\,e^{-2S}/\sqrt f\) with \(S(r)=\int_{r_m}^r\sqrt f\,ds\). Then

\[
\int\frac{ds}{u_{\rm in}^2}\approx\frac1A\int\sqrt f\,e^{2S}ds\approx\frac{e^{2S}}{2A}.
\]

The form fails close to \(r_m\), which changes the prefactor but not the growth further out. One factor \(e^{S}\) comes from the growth of the unwanted solution, the other from the decay of the wanted one.

For an energy error \(\delta E\) about a level with function \(u_n\), divide the integral of (2) by \(u_n^2\), which gives \((v/u_n)'\), and integrate from \(r_m\). Keeping \(u_{\rm out}=u_n\) at \(r_m\), to first order,

\[
\frac{u_{\rm out}}{u_n}-1=-K\,\delta E\int_{r_m}^{r}\frac{ds}{u_n(s)^2}\int_0^{s}u_n^2\,dt .
\]

Too high an energy bends the tail through zero; too low an energy sends it away with its original sign. For \(\delta E=+10^{-6}|E|\), the formula gives a relative error of \(-0.2329\) at 1003 pm, and the actual run gives \(-0.2327\).

Better energies help little. Reducing \(\delta E\) by a factor \(q\) moves the radius of unit relative error outward until \(2S\) has grown by about \(\ln q\). For relative energy errors of \(10^{-4}\), \(10^{-6}\) and \(10^{-8}\) the first grid points beyond that radius lie at 834, 1081 and 1321 pm, where the grid spacing is 4 to 7 pm. Between these points \(2S\) grows by 4.57 and 4.63, against \(\ln100=4.61\); the scatter comes from the grid spacing. Located between grid points, the crossings are at 831, 1081 and 1319 pm, so the two hundredfold improvements buy about 250 and 238 pm, and \(2S\) grows by 4.615 and 4.609.

A local error behaves in the same way. Change \(y_m\) by a fraction \(\varepsilon\), leave \(y_{m-1}\) alone, and continue outward. The deviation solves the same linear equation and vanishes at \(m-1\), so it has the form \(c\,y\int_{x_{m-1}}^x dx'/y^2\). After one step the integral is about \(h/(y_{m-1}y_m)\); setting the deviation there to \(\varepsilon y_m\) gives \(c=\varepsilon y_my_{m-1}/h\). The relative error is thus

\[
\frac{\varepsilon\,y_my_{m-1}}{h}\int_{x_{m-1}}^{x}\frac{dx'}{y^2}.
\]

At 1003 pm the error is \(3.0\times10^6\) times the original kick, in the run and by the formula. Rounding errors are kicks of this kind. With the converged energy the relative error reached one at 1819 pm in this run. Rounding and the remaining energy error can both contribute, and the calculation does not separate them. The figure belongs to double precision and to this grid, and it shifts by up to about 100 pm when the step or the rounding changes (between roughly 1790 and 1920 pm for \(h\) from 0.0025 to 0.01).

Integrating inward reverses the roles. The unwanted solution now shrinks while the wanted one grows, so a wrong start at depth \(S\) changes \(L_{\rm in}\) by order \(e^{-2S}\). Starting with a flat function at \(S=4\) and \(S=8\) (measured as \(\int\sqrt g\,dx\)) gives errors in \(r_mL_{\rm in}\) of \(1.3\times10^{-3}\) and \(3.9\times10^{-7}\). The logarithm of their ratio is 8.10, against the estimate 8.

The inward run should not be carried to the nucleus either. There the two solutions behave as \(r^{l+1}\) and \(r^{-l}\), and the ratio of the unwanted to the wanted one grows as \(r^{-(2l+1)}\) on the way in.

## Cost and failure modes

One trial energy costs a number of operations proportional to the number of grid points. The lithium 2s level took eleven bisections and four Newton evaluations, plus two checks of the bracket ends and one final solution: 18 trials.

- **Turning point near the grid edge.** For \(l=0\) and a tail \(-C/r\), \(r_m=C/|E|\) grows without limit as \(E\to0\). The upper bracket energy must leave room for a barrier, and weakly bound levels need a longer grid.
- **Step too large.** Where \(h^2g>12\), \(w\) is negative and the computed \(y\) can alternate in sign from point to point; where \(w\) is close to zero, the division by it is ill-conditioned. Far out \(g\approx r^2K|E|\), so this happens first at the outer end of the inward run. Confined to the deep barrier, it acts like a wrong start and is damped before the matching point, but the far tail of the orbital is spoiled. In the allowed region, where \(g<0\), the limit is tighter. For constant \(g\) the recurrence gives \(y\propto e^{\pm i\theta j}\) at grid point \(j\), with \(\cos\theta=(12-10w)/2w\), which falls below \(-1\) once \(h^2|g|>6\). The values then alternate in sign and grow, before two true zeros fit within one step, and the node count is already too high somewhat below this limit.
- **Node at the matching point.** If \(y_m=0\), \(M\) is undefined. Another trial energy or a neighbouring matching point removes the difficulty.
- **Nonlocal potentials.** With an exact exchange operator the equation is no longer \(u''=fu\) with a local \(f\), and the counting proof does not apply as it stands.

The numerical check asserts the level counts at 40 energies for each of \(l=0\) and \(l=1\), the energy derivative, and the growth and damping laws.

## Values computed for the example and the checks

```
Bohr radius = 52.9177 pm; Rydberg energy = 2.179872e-18 J
core: Z = 3, repulsion factor = 0.625000, zeta = 2.6875
Li grid: h = 0.005, points = 3305, r = 5.292e-04 to 7909.4 pm
hydrogenic Z=3, five levels, h=0.01: worst relative error = 9.7e-10
  hydrogenic 2s: h = 0.04, relative energy error = 1.206e-07
  hydrogenic 2s: h = 0.02, relative energy error = 7.532e-09
  hydrogenic 2s: h = 0.01, relative energy error = 4.706e-10
  error ratios on halving h = 16.01, 16.00
Li 2s bisection: E (J), outward nodes, r_m*M, levels below E
  -1.083397e-17  0  +0.9898  0
  -5.460580e-18  0  +0.1330  0
  -2.773888e-18  1  +5.8197  1
  -1.430541e-18  1  +2.4353  1
  -7.588681e-19  1  -0.0918  2
  -1.094705e-18  1  +1.9783  1
  -9.267864e-19  1  +1.5169  1
  -8.428272e-19  1  +1.0282  1
  -8.008476e-19  1  +0.6051  1
  -7.798579e-19  1  +0.3048  1
  -7.693630e-19  1  +0.1229  1
bracket = -7.693630e-19 to -7.588681e-19 J
Newton: E (J), correction (J)
  -7.641155123581e-19  +9.796e-22
  -7.631358961254e-19  -2.369e-24
  -7.631382650509e-19  -1.274e-29
  -7.631382650637e-19  -5.799e-31
E(2s) = -7.631382651e-19 J = -4.763134 eV
E(2s), Laguerre basis = -7.631382651e-19 J
E(2p) = -5.489856778e-19 J = -3.426499 eV
E(2p), Laguerre basis = -5.489856778e-19 J
2s matching radius = 303.63 pm; mean radius = 228.580 pm
2s outward nodes = 1; level counts checked = 80
d(r_m*M)/dE at 1.05 E(2s): difference = -1.49375e+19 /J
d(r_m*M)/dE at 1.05 E(2s): formula = -1.49375e+19 /J
barrier probe radius = 1003.06 pm; energy offset = 7.631e-25 J
relative error at probe, E too high: run = -2.32740e-01
relative error at probe, E too high: formula = -2.32921e-01
relative error at probe, E too low: run = 2.32740e-01
gain of a kick at r_m: run = 2.9557e+06, formula = 2.9580e+06
breakdown radius, offset 1e-04 |E| = 833.6 pm
breakdown radius, offset 1e-06 |E| = 1081.2 pm
breakdown radius, offset 1e-08 |E| = 1320.6 pm
breakdown radius, converged E = 1818.6 pm
growth exponents = 4.572, 4.628; ln 100 = 4.605
flat inward start, S=4 and 8: errors of r_m*L_in = 1.271e-03, 3.869e-07
log of their ratio = 8.097 (leading estimate 8)
```
